\section*{Critical screening of hydrogen levels from the zero-energy solution}

\section{Two levels near their disappearance}

A hydrogen atom whose Coulomb potential is screened as $-e^{-\lambda r}/r$ loses its 1s level at $\lambda_c=1.1906\,a_0^{-1}$ and its 2p level at $\lambda_c=0.2202\,a_0^{-1}$. One per cent below its own $\lambda_c$ the 1s level is bound by 1.06 meV and the 2p level by 8.84 meV. Ten times closer to threshold the 1s energy has gone from $-3.901\times10^{-5}$ to $-3.894\times10^{-7}\,E_h$, a factor of 100, while the 2p energy has gone from $-3.249\times10^{-4}$ to $-2.916\times10^{-5}\,E_h$, a factor of 11. The factors 100 and roughly 10, the excess of 11 over 10, and the way to find $\lambda_c$ accurately all depend on one function, the solution at zero energy.

The model is nonrelativistic, three-dimensional, with a fixed nucleus of unit charge, in Hartree atomic units. With $\psi=u(r)Y_{lm}/r$ and $E=-\kappa^2/2$,
\begin{equation}
\frac{d^2u}{dr^2}=\Big[\frac{l(l+1)}{r^2}-\frac{2e^{-\lambda r}}{r}+\kappa^2\Big]u .
\label{radial}
\end{equation}
Setting $x=\lambda r$ and dividing by $\lambda^2$ gives
\begin{equation}
u''=\Big[\frac{l(l+1)}{x^2}-g\frac{e^{-x}}{x}+k^2\Big]u,\qquad g=\frac{2}{\lambda},\quad k=\frac{\kappa}{\lambda}.
\label{scaled}
\end{equation}
At $k=0$ only $g$ remains, so each threshold is a pure number $g_c$ and $\lambda_c=2/g_c$. For nuclear charge $Z$ and reduced mass $\mu$ the same steps give $g=2\mu Z/\lambda$, hence $\lambda_c\to\mu Z\lambda_c$. The proton's finite mass changes $\lambda_c$ by roughly 5 parts in $10^4$, so the fourth significant digit and those beyond it describe Eq.~\eqref{scaled} and not a real atom.

\section{What goes wrong with a box}

The direct scheme puts a hard wall at radius $R$, diagonalizes the Hamiltonian in a basis, and raises $\lambda$ until the eigenvalue reaches zero. Away from threshold this works. At $\lambda=1\,a_0^{-1}$ a polynomial basis gives $E_{1s}=-0.01028579\,E_h$, the decay length is $1/\kappa=(2\times0.010286)^{-1/2}=7.0\,a_0$, and a wall many decay lengths away shifts the level by a term of order $e^{-2\kappa R}$. Near the threshold of an s level it fails in two ways.

First, the state outgrows the box. At $\delta\equiv\lambda_c-\lambda=1.19\times10^{-5}\,a_0^{-1}$ the 1s energy is $-3.894\times10^{-11}\,E_h$, so $1/\kappa=1.1\times10^{5}\,a_0$. The zero crossing in a box is therefore displaced. A box eigenvalue is zero when the zero-energy solution vanishes at the wall. For $l=0$ that solution is a straight line outside the potential, $u\propto1-r/a$, and the crossing occurs at $a=R$, whereas the true threshold has a horizontal line, $1/a=0$. The error in $\lambda_c$ falls only as $1/R$.

Second, extrapolating $E(\lambda)$ to zero is ill-conditioned. The opening numbers indicate a double zero for the 1s level, and an error $\epsilon$ in a function with a double zero moves the root by an amount proportional to $\sqrt\epsilon$: an energy of $3.9\times10^{-9}\,E_h$ corresponds to $\delta=1.2\times10^{-4}\,a_0^{-1}$. This is the sensitivity of a search for $E=0$ itself. The quantity $\kappa=\sqrt{-2E}$ has a simple zero, Eq.~\eqref{slaw}, and a cubic fit of $\lambda$ against $\kappa$ through four energies 2.6 to 9.7\% below threshold moves by at most $2.3\times10^{-6}\,a_0^{-1}$ when each energy is in error by $3.9\times10^{-9}\,E_h$.

The first fault comes from representing numerically a region where the potential is negligible and the solution is known in closed form. The second belongs to $E(\lambda)$ itself and would remain without a wall. The cure for the first is to integrate only across the potential, and for the second to look for a function of $g$ with a simple zero at $g_c$.

\section{The function whose zero is the threshold}

Let the potential be set to zero beyond a cutoff $x=X$; the cost of this is computed in Section~\ref{scheme}. One identity is used throughout. If $u_1''=q_1u_1$ and $u_2''=q_2u_2$, the terms $u_1'u_2'$ cancel in the derivative of the Wronskian and
\begin{equation}
(u_1u_2'-u_1'u_2)'=u_1u_2''-u_1''u_2=(q_2-q_1)\,u_1u_2 .
\label{W}
\end{equation}
For neighbouring values of a parameter $s$, $u_2=u+ds\,\partial_su$, and this becomes
\begin{equation}
u\,\partial_su'-u'\,\partial_su=\int_0^x(\partial_sq)\,u^2\,dx' ,
\label{Ws}
\end{equation}
with no contribution from the origin, because $u$ is the regular solution, normalised as $u\to x^{l+1}$. The other solution, $x^{-l}$, is not square integrable at the origin for $l\ge1$, and for $l=0$ it gives $\psi\sim1/r$, whose Laplacian contains a delta function absent from the Hamiltonian.

At $k=0$ and $x\ge X$, Eq.~\eqref{scaled} is $u''=l(l+1)u/x^2$. A power $x^p$ needs $p(p-1)=l(l+1)$, so $u=Ax^{l+1}+Bx^{-l}$. The combination $xu'+lu$ removes the $B$ term and $(l+1)u-xu'$ removes the $A$ term:
\begin{equation}
A=\frac{xu'+lu}{(2l+1)\,x^{l+1}},\qquad B=\frac{[(l+1)u-xu']\,x^{l}}{2l+1}.
\label{AB}
\end{equation}

The number of bound states of given $l$ equals the number of nodes of this solution on $(0,\infty)$. To see it, follow the regular solution as $k^2$ falls from a large value to zero. For large $k$ there is no node: the bracket in \eqref{scaled} can be negative only for $x<g/k^2$, where $u\approx x^{l+1}$ has $u,u'>0$, and beyond that $u''>0$ keeps $u$ growing. At a node $x_n$, Eq.~\eqref{Ws} with $s=k^2$ reads $-u'\partial_su=\int_0^{x_n}u^2$, and differentiating $u(x_n;s)=0$ gives
\begin{equation}
\frac{dx_n}{dk^2}=-\frac{\partial_su}{u'}=\frac{1}{u'(x_n)^2}\int_0^{x_n}u^2\,dx>0 .
\end{equation}
Nodes move inward as $k^2$ falls. They cannot appear or vanish at finite $x$, since $u=u'=0$ at a point forces $u\equiv0$, nor at the origin, so they enter from infinity. Outside, $u=\alpha u_++\beta u_-$ with a growing and a decaying free solution. The ratio $u_+/u_-$ is monotonic, because \eqref{W} makes their Wronskian a nonzero constant, so there is at most one outer node, at $u_+/u_-=-\beta/\alpha$, and it is at infinity when $\alpha=0$, which is a bound state. There $\alpha$ changes sign, because \eqref{Ws} makes $\beta\,\partial_s\alpha$ times the constant Wronskian, up to sign, equal to $\int_0^\infty u^2\neq0$. Each bound state thus brings in exactly one node.

At $k=0$ the outer node sits at $x^{2l+1}=-B/A$, and the count changes with $g$ only when this node passes through infinity. The threshold condition is $A(g_c)=0$. There $B\ne0$, since $A=B=0$ would mean $u\equiv0$. The zero is simple: take $s=g$, $\partial_gq=-e^{-x}/x$, and insert $u=Bx^{-l}$, $\partial_gu=A_gx^{l+1}+B_gx^{-l}$ in \eqref{Ws},
\begin{align}
u\,\partial_gu'-u'\partial_gu&=Bx^{-l}\big[(l+1)A_gx^{l}-lB_gx^{-l-1}\big]+lBx^{-l-1}\big[A_gx^{l+1}+B_gx^{-l}\big]\nonumber\\
&=(2l+1)BA_g ,
\end{align}
so that
\begin{equation}
\frac{dA}{dg}\Big|_{g_c}=-\frac{J}{(2l+1)B},\qquad J=\int_0^\infty\frac{e^{-x}}{x}\,u_0^2\,dx>0,
\label{dA}
\end{equation}
where $u_0$ is the solution at $g_c$. An error in $A$ now moves the root in proportion, which removes the second fault of the box.

\section{The scheme and its two errors}
\label{scheme}

A stepping method cannot start at $x=0$, where the bracket in \eqref{scaled} is singular. Writing $u=x^{l+1}f$ gives $u''=x^{l+1}f''+2(l+1)x^lf'+l(l+1)x^{l-1}f$. The last term cancels the centrifugal one, leaving $f''+2(l+1)f'/x=-ge^{-x}f/x$. With $f=\sum a_nx^n$ and $a_0=1$, the coefficient of $x^{n-2}$ on the left is $[n(n-1)+2(l+1)n]a_n$, so
\begin{equation}
n(n+2l+1)\,a_n=-g\sum_{j=0}^{n-1}\frac{(-1)^j}{j!}\,a_{n-1-j}.
\end{equation}
The equation has no other singular point at finite $x$, so the series converges everywhere; it is summed at $x_0=0.5$. For $l=0$, $g=1.7$:
\begin{align*}
2a_1&=-1.7, & a_1&=-0.850000,\\
6a_2&=-1.7\,(a_1-1), & a_2&=0.524167,\\
12a_3&=-1.7\,(a_2-a_1+\tfrac12), & a_3&=-0.265507,
\end{align*}
and the full sum gives $u(x_0)=0.33947771$, $u'(x_0)=0.43984201$.

From $x_0$ the pair $(u,u')$ is carried to $X=40$ by the classical fourth-order Runge--Kutta method with step $h=0.005$, and \eqref{AB} is evaluated there. For $l=0$:
\begin{center}
\begin{tabular}{cccc}
$g$ & $A$ & $B$ & nodes\\
1.5 & $+0.055961$ & 0.649871 & 0\\
1.6 & $+0.023705$ & 0.650365 & 0\\
1.7 & $-0.005721$ & 0.647441 & 1\\
1.8 & $-0.032465$ & 0.641370 & 1\\
2.0 & $-0.078472$ & 0.620825 & 1
\end{tabular}
\end{center}
At $g=1.7$ the node lies at $x=0.647441/0.005721=113$, beyond the grid. It is counted from signs: $u/x^{l+1}=A+Bx^{-2l-1}$ runs monotonically from its value at $X$ to $A$, so an outer node exists when $A\,u(X)<0$. Linear interpolation across the sign change gives $g\approx1.6+0.1\times0.023705/0.029426=1.6806$, and Brent's bracketing method refines it to
\begin{equation}
g_c=1.6798078,\qquad \lambda_c(1s)=\frac{2}{g_c}=1.1906124\,a_0^{-1}=2.2499\ \text{\AA}^{-1},
\end{equation}
a screening length $1/\lambda_c=0.8399\,a_0=0.4445$ \AA. Successive sign changes of $A$ give the higher levels of the same $l$. The node counts for s, p, d are 2, 1, 0 at $\lambda=0.2\,a_0^{-1}$ and 3, 2, 0 at $\lambda=0.1\,a_0^{-1}$.

The step error of $g_c$, taken as the difference from the Galerkin value of Section~\ref{exact}, is $2.82\times10^{-6}$, $1.77\times10^{-7}$, $1.11\times10^{-8}$ for $h=0.1$, $0.05$, $0.025$. Each halving divides it by 16, and the $h^4$ law extrapolates to $1.11\times10^{-8}/5^4\approx2\times10^{-11}$ at $h=0.005$.

For the cutoff error, treat \eqref{AB} as defining $A(x)$ for the full potential. From $(2l+1)A=x^{-l}u'+lx^{-l-1}u$ the two terms in $u'$ cancel on differentiation:
\begin{equation}
(2l+1)A'=x^{-l}\Big[u''-\frac{l(l+1)}{x^2}u\Big]=-g\,e^{-x}x^{-l-1}u .
\end{equation}
For $l=0$ at $g_c$ the tail has $u\approx B$, so $A(\infty)-A(X)=-g_cBE_1(X)$ with $E_1(X)=\int_X^\infty e^{-x}dx/x$. Since $A(\infty)=0$, $A(X)=g_cBE_1(X)$, and the slope \eqref{dA} places the root of the truncated problem at
\begin{equation}
g_c(X)-g_c=\frac{g_cB^2E_1(X)}{J}.
\end{equation}
The sign is positive because cutting the tail weakens the attraction. With $B=0.648293$, $J=0.185444$ and $E_1(10)=4.15697\times10^{-6}$ this is $1.5826\times10^{-5}$ at $X=10$, and the integration stopped there shifts the root by $1.5825\times10^{-5}$. As $E_1(X)<e^{-X}/X$, the shift at $X=40$ is below double-precision rounding. An exponential has replaced the $1/R$ of the wall.

\section{Energies without a wall}
\label{exact}

The same idea supplies the energies near threshold. Fix $k$, multiply \eqref{scaled} by a function $v$ with $v(0)=0$, and integrate by parts on $[0,X]$. The boundary term $u'(X)v(X)$ is replaced by $\Lambda u(X)v(X)$, where $\Lambda$ is the logarithmic derivative of the decaying free solution, $xk_l(kx)$ with $k_l$ the modified spherical Bessel function, or $x^{-l}$ at $k=0$:
\begin{equation}
\int_0^X\Big[u'v'+\Big(\frac{l(l+1)}{x^2}+k^2\Big)uv\Big]dx-\Lambda u(X)v(X)=g\int_0^X\frac{e^{-x}}{x}\,uv\,dx .
\end{equation}
Expanding $u$ and $v$ in integrals of Legendre polynomials turns this into a symmetric matrix eigenproblem for $1/g=\lambda/2$ (a Galerkin method). A root search on $k$ then finds the energy $-\tfrac12\lambda^2k^2$ at a chosen $\lambda$. All energies near threshold in this text come from it and are called exact; at $k=0$ it gives the same $\lambda_c$ as the integration in all digits quoted.

\section{How a level approaches zero}

Apply \eqref{W} in $r$ to the threshold solution $u_0$ (screening $\lambda_c$, $\kappa=0$) and the bound state $u$ (screening $\lambda$). By \eqref{radial}, $q-q_0=2(V_\lambda-V_c)+\kappa^2$ with $V_\lambda=-e^{-\lambda r}/r$. The Wronskian vanishes at the origin and also at infinity, where $u_0$ is bounded and $u$ decays. Hence, exactly,
\begin{equation}
\kappa^2\int_0^\infty u_0u\,dr=2\int_0^\infty(V_c-V_\lambda)\,u_0u\,dr .
\label{id}
\end{equation}
Since $\partial V/\partial\lambda=e^{-\lambda r}$, $V_c-V_\lambda=\delta\,e^{-\lambda_cr}+O(\delta^2)$. If $u$ and $u_0$ share their normalisation at the origin, $u$ depends smoothly on the parameters $\delta$ and $\kappa^2$ at fixed $r$, so $u=u_0+O(\delta,\kappa^2)$ within the range of the potential. The right side samples only that range. With $x=\lambda_cr$ on both sides, and $k=\kappa/\lambda_c$, which differs from $\kappa/\lambda$ by a relative $O(\delta)$,
\begin{equation}
\kappa^2\int_0^\infty u_0u\,dx=2\delta I\,[1+O(\delta,k^2)],\qquad I=\int_0^\infty e^{-x}u_0^2\,dx .
\label{id2}
\end{equation}
The left side samples all space, and this is where $l$ matters. The expansions below are written for $kX\ll1$; since the potential is negligible beyond $x$ of a few units, the working condition is $k\ll1$.

\subsection{s levels}

Outside, $u_0=B$ and $u=B'e^{-kx}$, with $B'=B[1+O(k,\delta)]$ from continuity at $X$. The overlap is dominated by the tail, $\int u_0u\,dx=B^2/k+O(1)=\lambda_cB^2/\kappa+O(1)$. One power of $\kappa$ cancels in \eqref{id2}:
\begin{equation}
\kappa=c\,\delta\,[1+O(\delta)],\qquad c=\frac{2I}{\lambda_cB^2},\qquad E=-\tfrac12c^2\delta^2\,[1+O(\delta)].
\label{slaw}
\end{equation}
The Hellmann--Feynman theorem, $dE/d\lambda=\langle e^{-\lambda r}\rangle$, shows the meaning. The norm is $\int u^2dx\approx B^2/2k$, so the slope is $2kI/B^2=c\kappa=c^2\delta$, the derivative of \eqref{slaw}. The electron leaks out, the probability of finding it inside the potential falls as $\kappa$, and the level stops responding to the screening.

The next order follows at fixed $\lambda$ in the units of \eqref{scaled}. Normalise the zero-energy solution $w_0$ and the bound state $w$ to approach the free functions $v_0=1-x/a_s$ and $v=e^{-kx}$, where $1/a_s=-A/B$ is the inverse scattering length. Equation~\eqref{W} holds for both pairs with $q_2-q_1=k^2$. Subtract and integrate: the Wronskians cancel outside, and at the origin only $v_0v'-v_0'v=-k+1/a_s$ survives, entering with a minus sign as a lower limit. Thus $k-1/a_s=k^2\int(v_0v-w_0w)\,dx$. The integrand lives inside the potential, where $v_0v\to1$ and $w_0w\to u_0^2/B^2$, so
\begin{equation}
k=\frac1{a_s}+\frac{r_0}{2a_s^2}+O(\delta^3),\qquad r_0=2\int_0^\infty\Big(1-\frac{u_0^2}{B^2}\Big)dx .
\label{er}
\end{equation}

\subsection{Levels with $l\ge1$}

Now $u_0=Bx^{-l}$ outside and $N=\int_0^\infty u_0^2dx$ converges, its tail being $B^2X^{1-2l}/(2l-1)$. The overlap tends to $N$ and \eqref{id2} fixes $\kappa^2$ instead of $\kappa$:
\begin{equation}
E=-a\,\delta\ \text{ at leading order},\qquad a=\frac IN .
\label{plaw}
\end{equation}
The centrifugal barrier keeps the state localised at zero energy, and $a$ is the Hellmann--Feynman slope $\langle e^{-\lambda r}\rangle$ in that state.

The corrections come from the tail. For $l=1$, with $y=kx$, the function $w=e^{-y}(1+1/y)$ has $w''=e^{-y}(1+y^{-1}+2y^{-2}+2y^{-3})=(1+2/y^2)w$, so the outer solution is $u=B'e^{-kx}(k+1/x)=B'[1/x-k^2x/2+\dots]$. The term linear in $k$ cancels, so $B'=B[1+O(\delta,k^2)]$. Write $\int u_0u=N+\int u_0(u-u_0)$. The inner part of the last integral is $O(\delta,k^2)$, and the outer part is
\begin{equation}
kB^2\int_{kX}^\infty\Big[\frac{e^{-y}}{y}+\frac{e^{-y}-1}{y^2}\Big]dy=kB^2\Big[\frac{1-e^{-y}}{y}\Big]_{kX}^\infty=-kB^2+O(k^2).
\end{equation}
Then $\kappa^2(N-kB^2)=2\delta I$, and with $k=\sqrt{2a\delta}/\lambda_c$,
\begin{equation}
E=-a\delta\,\big[1+\beta\sqrt\delta+O(\delta)\big],\qquad\beta=\frac{\sqrt{2a}\,B^2}{\lambda_cN}\qquad(l=1).
\label{pcorr}
\end{equation}
For $l=2$ the outer solution is $B'k^2w$ with $w=e^{-y}(\tfrac13+y^{-1}+y^{-2})=y^{-2}-\tfrac16+\dots$, and the outer integral is $k^3B^2\int_{kX}^\infty(y^{-2}w-y^{-4})\,dy$. Differentiation confirms the antiderivative $F=[1-e^{-y}(1+y)]/3y^3$, which vanishes at infinity and equals $1/6y-1/9+O(y)$ at small $y$. The integral is $-k^2B^2/6X+k^3B^2/9$. The first piece is $O(\delta)$ and joins the inner terms, so $E/(-a\delta)=1+O(\delta)$, and the first nonanalytic term is $-k^3B^2/9N\propto\delta^{3/2}$. For general $l$ the substitution $y=kx$ gives the prefactor $k^{2l-1}$ for that term, while the $k^2$ term is present for all $l\ge2$.

\subsection{The relation $I=J$ and the error of the box}

Changing $\lambda$ and changing $g$ are the same operation. The solution of \eqref{radial} normalised as $r^{l+1}$ is $U=\lambda^{-(l+1)}u(\lambda r)$, with coefficients $A$ and $\lambda^{-(2l+1)}B$. Equation~\eqref{Ws} with $s=\lambda$, $\partial_\lambda q=2e^{-\lambda r}$, gives $(2l+1)\lambda^{-(2l+1)}B\,dA/d\lambda=2\lambda^{-(2l+3)}I$, while \eqref{dA} with $dg/d\lambda=-2/\lambda^2$ gives $(2l+1)B\,dA/d\lambda=2J/\lambda^2$. Hence $I=J$ at every threshold. This is the virial relation $\langle2V+rV'\rangle=0$ at zero energy, since $2V+xV'=e^{-x}-e^{-x}/x$ for $V=-e^{-x}/x$.

For $l=0$, then, $1/a_s=-A/B\approx(J/B^2)(2\delta/\lambda_c^2)=c\delta/\lambda_c$. A wall at $R$ puts the crossing at $a_s=\lambda_cR$, so it underestimates $\lambda_c$ by $\delta=1/(cR)$ at leading order. For $l\ge1$ the crossing is at $-A/B=(\lambda R)^{-(2l+1)}$, and the error falls as that higher power.

\section{The numbers}

The integrals were taken by Gauss--Legendre quadrature of the series on $[0,x_0]$ and Simpson's rule on the Runge--Kutta grid, with the analytic tail added to $N$. $I$ and $J$ coincide in all digits shown.
\begin{center}
\begin{tabular}{lcccc}
 & $\lambda_c/a_0^{-1}$ & $B$ & $I$ & $r_0$ or $N$\\
1s & 1.190612 & 0.648293 & 0.1854445 & 2.12004\\
2s & 0.310209 & $-0.346375$ & 0.0245069 & 3.96181\\
2p & 0.220217 & 0.364653 & 0.0115113 & 0.0913476\\
3d & 0.091345 & 0.224278 & 0.00088259 & 0.00397714
\end{tabular}
\end{center}
For 1s, $c=2\times0.1854445/(1.190612\times0.420284)=0.74119$ and $c^2/2=0.27468\,E_ha_0^2$; for 2s, $c^2/2=0.86719\,E_ha_0^2$. For 2p, $a=0.0115113/0.0913476=0.12602\,E_ha_0$; for 3d, $a=0.22192\,E_ha_0$. To hold the error in $\lambda_c(1s)$ to $1.19\times10^{-4}\,a_0^{-1}$, one part in $10^4$, a single box needs $R=1/(0.74119\times1.19\times10^{-4})=1.1\times10^4\,a_0$. Once the form of the error is known it can be extrapolated away: the crossing is a smooth function of $1/R$, and a cubic extrapolation of accurately computed crossings from four walls between about 21 and $62\,a_0$ gives $\lambda_c(1s)$ to $9\times10^{-7}\,a_0^{-1}$.

With $\varepsilon=\delta/\lambda_c$, the ratio of the exact energy to the leading law, \eqref{slaw} or \eqref{plaw}, is
\begin{center}
\begin{tabular}{lcccc}
$\varepsilon$ & 1s & 2s & 2p & 3d\\
$10^{-2}$ & 1.001821 & 1.004084 & 1.170810 & 1.034294\\
$10^{-3}$ & 1.000182 & 1.000408 & 1.050776 & 1.004072\\
$10^{-4}$ & 1.000018 & 1.000041 & 1.015727 & 1.000435\\
$10^{-5}$ & 1.000002 & 1.000004 & 1.004940 & 1.000044
\end{tabular}
\end{center}
The exponents $\log_{10}$ of the energy ratio between the last two rows are 2.0000, 2.0000, 1.0046 and 1.0002.

At $\varepsilon=10^{-2}$ the 1s law gives $0.27468\times(0.011906)^2=3.894\times10^{-5}\,E_h$, 0.18\% less than the exact binding. At $\varepsilon=10^{-3}$ the integration at $g=2/\lambda$ gives $1/a_s=7.414182\times10^{-4}$, the range term in \eqref{er} adds $1.06002\times(7.4142\times10^{-4})^2=5.827\times10^{-7}$, and the sum $7.420009\times10^{-4}$ compares with the exact $k=7.420011\times10^{-4}$. The factor $\lambda/\lambda_c=0.999$ turns this into $\kappa/\lambda_c=7.41259\times10^{-4}$, against $c\varepsilon=7.41192\times10^{-4}$, and the squared ratio is the 1.00018 of the table.

For 2p, $\beta=0.502028\times0.132972/(0.220217\times0.0913476)=3.3185\,a_0^{1/2}$. At $\varepsilon=10^{-2}$ and $10^{-3}$ Eq.~\eqref{pcorr} predicts ratios 1.1557 and 1.0492, short of the exact ones by 0.015 and 0.0015, a remainder linear in $\delta$ as stated. At $\varepsilon=10^{-6}$ the excess over unity is $1.5588\times10^{-3}$ against $\beta\sqrt\delta=1.5573\times10^{-3}$. The factor 11 of the opening is $10\times1.1708/1.0508=11.14$. The linear law alone underestimates the 2p binding by 15\% of the exact value at one per cent from threshold.

For 3d, $(\text{ratio}-1)/\varepsilon$ is not constant: 3.43, 4.07, 4.35 for the first three rows. The $k^3$ term has this sign. With $k^2=2a\varepsilon/\lambda_c=4.859\,\varepsilon$ and $B^2/N=12.65$ it contributes $-15\sqrt\varepsilon$ to that quantity, a drop of 0.33 between $\varepsilon=10^{-4}$ and $10^{-3}$ against the 0.28 seen; the $O(\varepsilon^2)$ term of the ratio, not derived here, is neglected in this estimate.

\section{Where the results stop}

For $\lambda>\lambda_c$ the laws continue analytically to states that are not bound. In \eqref{slaw} $\kappa$ turns negative, the tail $e^{-\kappa r}$ grows, and the s level becomes a virtual state. In \eqref{plaw} $E$ turns positive, and for $l=1$ the term $\beta\sqrt\delta$ turns imaginary, which describes a resonance behind the barrier with a width proportional to $|\delta|^{3/2}$.

The scheme needs a potential that can be cut off. An unscreened Coulomb tail has no free outer region, and power-law tails replace the exponential cutoff error by a power of $X$ and can make $r_0$ diverge.

The division between quadratic and linear laws at $l=0$ belongs to three dimensions. In $D$ dimensions the substitution $u=r^{(D-1)/2}\times$(radial function) gives \eqref{radial} with $l$ replaced by $\nu=l+(D-3)/2$. The tail $x^{-\nu}$ is square integrable, and the law linear, for $\nu>\tfrac12$. For $-\tfrac12<\nu<\tfrac12$ the substitution $y=kx$ makes the overlap scale as $k^{2\nu-1}$, so \eqref{id2} gives $\kappa^{2\nu+1}\propto\delta$ and $E\propto\delta^{2/(2\nu+1)}$, which is quadratic at $\nu=0$. At $\nu=\tfrac12$, the s wave in four dimensions, the overlap diverges as $\ln(1/k)$ and the linear law acquires a logarithm. At $\nu=-\tfrac12$, the s wave in two dimensions, the two powers in \eqref{AB} coincide and the extraction of $A$ and $B$ fails as written.
